# When Polarization Condenses at a Rotation Antiphase Boundary Before the Bulk: a program that tests the result

```python
"""
Result under test: a rotation wall phi = phi0*tanh(x/w) with repulsive coupling
gamma*phi^2*P^2/2 becomes polar at alpha_w = -gamma*phi0^2/(s+1), where
s(s+1) = 2*gamma*g/(b*kappa). It does so before the bulk, and continuously,
if gamma/sqrt(b*beta) < s+1.
Free energy density (Gaussian units):
 f = a phi^2/2 + b phi^4/4 + g phi'^2/2 + alpha P^2/2 + beta P^4/4
     + kappa P'^2/2 + gamma phi^2 P^2/2
phi: rotation angle (rad); P: polarization parallel to the wall (statC/cm^2);
x: wall normal; phi0^2 = -a/b; w^2 = 2g/(-a).
"""
from collections import namedtuple
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import bmat, diags
from scipy.sparse.linalg import spsolve
from scipy.special import gamma as gamma_function

Landau = namedtuple("Landau", "a b g alpha beta kappa gamma")


def bulk_rotation(c):
    return np.sqrt(-c.a / c.b)


def wall_width(c):
    return np.sqrt(2 * c.g / -c.a)


def well_index(c):
    return (-1 + np.sqrt(1 + 8 * c.gamma * c.g / (c.b * c.kappa))) / 2


def alpha_wall(c):
    return -c.gamma * bulk_rotation(c)**2 / (well_index(c) + 1)


def sech_integral(power):
    return (np.sqrt(np.pi) * gamma_function(power / 2)
            / gamma_function((power + 1) / 2))


def effective_quartic(c):
    return c.beta - c.gamma**2 / (c.b * (well_index(c) + 1)**2)


def predicted_peak(c):
    s = well_index(c)
    ratio = sech_integral(2 * s) / sech_integral(4 * s)
    return np.sqrt((alpha_wall(c) - c.alpha) * ratio / effective_quartic(c))


def polar_levels(c, count=1, points=6001):
    """Lowest eigenvalues of the linear P operator on a finite-difference grid."""
    w = wall_width(c)
    x = np.linspace(-40 * w, 40 * w, points)
    h = x[1] - x[0]
    phi = bulk_rotation(c) * np.tanh(x / w)
    diagonal = 2 * c.kappa / h**2 + c.alpha + c.gamma * phi**2
    off = np.full(points - 1, -c.kappa / h**2)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, count - 1))


def relax_wall(c, x, phi, pol):
    """Newton solution of both Euler equations on x >= 0 (phi odd, P even)."""
    n, h = len(x), x[1] - x[0]
    upper, lower = np.ones(n - 1), np.ones(n - 1)
    upper[0], lower[-1] = 2, 2
    lap = diags([lower, -2 * np.ones(n), upper], [-1, 0, 1]) / h**2
    keep = np.ones(n)
    keep[0] = 0
    phi, pol = phi.copy(), pol.copy()
    phi[0] = 0
    for _ in range(60):
        res_phi = (c.a * phi + c.b * phi**3 + c.gamma * phi * pol**2
                   - c.g * (lap @ phi))
        res_phi[0] = phi[0]
        res_pol = (c.alpha * pol + c.beta * pol**3 + c.gamma * phi**2 * pol
                   - c.kappa * (lap @ pol))
        jac_phi = diags(c.a + 3 * c.b * phi**2 + c.gamma * pol**2) - c.g * lap
        jac_phi = diags(keep) @ jac_phi + diags(1 - keep)
        cross = diags(2 * c.gamma * phi * pol)
        jac_pol = (diags(c.alpha + 3 * c.beta * pol**2 + c.gamma * phi**2)
                   - c.kappa * lap)
        jac = bmat([[jac_phi, cross], [cross, jac_pol]], format="csc")
        step = spsolve(jac, -np.concatenate([res_phi, res_pol]))
        phi += step[:n]
        pol += step[n:]
        size = max(np.max(np.abs(phi)), np.max(np.abs(pol)))
        if np.max(np.abs(step)) < 1e-9 * size:
            return phi, pol
    raise RuntimeError("wall relaxation did not converge")


def wall_energy(c, x, phi, pol):
    """Energy per area of the full wall, relative to the rotated bulk."""
    dphi = np.gradient(phi, x, edge_order=2)
    dpol = np.gradient(pol, x, edge_order=2)
    density = (c.g * dphi**2 / 2 + c.kappa * dpol**2 / 2 + c.a * phi**2 / 2
               + c.b * phi**4 / 4 + c.a**2 / (4 * c.b) + c.alpha * pol**2 / 2
               + c.beta * pol**4 / 4 + c.gamma * phi**2 * pol**2 / 2)
    return 2 * simpson(density, x=x)


def bulk_polarization_squared(c, largest, points=20001):
    """Global minimum of the uniform free energy by scanning P^2."""
    y = np.linspace(0, largest, points)
    rot = np.clip(-(c.a + c.gamma * y) / c.b, 0, None)
    energy = (c.a * rot / 2 + c.b * rot**2 / 4 + c.alpha * y / 2
              + c.beta * y**2 / 4 + c.gamma * rot * y / 2)
    return y[np.argmin(energy)]


# ---- tests with order-one coefficients --------------------------------------
base = Landau(a=-1.3, b=0.7, g=0.9, alpha=0.0, beta=1.0, kappa=0.5, gamma=0.8)
phi0, w, s = bulk_rotation(base), wall_width(base), well_index(base)
x = np.linspace(0, 16 * w, 1601)
zero = np.zeros_like(x)

# relaxation from a wall of wrong width must end at the tanh profile
bare, _ = relax_wall(base, x, phi0 * np.tanh(x / (1.3 * w)), zero)
profile_error = np.max(np.abs(bare - phi0 * np.tanh(x / w))) / phi0
assert profile_error < 2e-4  # second-order grid error

# bound levels for narrow, middle and wide wells
level_error = 0.0
for kappa in (0.05, 0.5, 5.0):
    c = base._replace(kappa=kappa)
    sc = well_index(c)
    levels = polar_levels(c, 2)
    level_error = max(level_error, abs(levels[0] / -alpha_wall(c) - 1))
    if sc > 1:
        second = c.gamma * phi0**2 - kappa * (sc - 1)**2 / w**2
        assert abs(levels[1] / second - 1) < 1e-3
assert level_error < 1e-3

# order of wall and bulk transitions, bulk found by brute-force minimization
alpha_w_numeric = -polar_levels(base)[0]
order_rows = []
for mu in (0.6, 1.5, s + 1.5):
    beta = base.gamma**2 / (base.b * mu**2)
    low, high = -3 * base.gamma * phi0**2, 0.0
    largest = 2 * abs(low) / beta
    for _ in range(30):
        mid = (low + high) / 2
        trial = base._replace(alpha=mid, beta=beta)
        if bulk_polarization_squared(trial, largest) > 0:
            low = mid
        else:
            high = mid
    expected = -phi0**2 * min(base.gamma, np.sqrt(base.b * beta))
    assert abs(mid / expected - 1) < 2e-3  # resolution of the scan
    assert (alpha_w_numeric > mid) == (mu < s + 1)
    order_rows.append((mu, mid))

# amplitude and rotation response close to the wall threshold
mu_test = 1.3
near = base._replace(beta=base.gamma**2 / (base.b * mu_test**2))
ratios = []
for eps in (0.02, 0.01):
    c = near._replace(alpha=alpha_wall(near) * (1 + eps))
    guess = predicted_peak(c) / np.cosh(x / w)**s
    phi, pol = relax_wall(c, x, bare, guess)
    ratios.append((pol[0] / predicted_peak(c))**2)
amplitude_limit = 2 * ratios[1] - ratios[0]
assert abs(amplitude_limit - 1) < 0.02  # grid shift of the threshold
node = int(np.argmin(np.abs(x - w)))
z = x[node] / w
tail = quad(lambda t: np.cosh(t)**(2 - 2 * s), 0, z)[0]
response = (-c.gamma * phi0 * pol[0]**2 * w**2 / (2 * c.g * (s + 1))
            * tail / np.cosh(z)**2)
response_ratio = (phi[node] - bare[node]) / response
assert abs(response_ratio - 1) < 0.08  # next order in distance to threshold

# potential at the critical beta as a sum of squares
F, Q, B, G, S, R, C = sp.symbols("F Q B G S R C", positive=True)
kap = 2 * C * G / (B * S * (S + 1))
bet = C**2 / (B * (S + 1)**2)
pot = (B * (F**2 - R**2)**2 / 4 - C * R**2 * Q**2 / (2 * (S + 1))
       + bet * Q**4 / 4 + C * F**2 * Q**2 / 2)
W = (sp.sqrt(B * G / 2) * (R**2 * F - F**3 / 3)
     - C / (S + 1) * sp.sqrt(G / (2 * B)) * F * Q**2)
squares = sp.diff(W, F)**2 / (2 * G) + sp.diff(W, Q)**2 / (2 * kap)
assert sp.simplify(sp.expand(pot - squares)) == 0

# a polar wall from the first-order flow is degenerate with the bare wall
beta_c = base.gamma**2 / (base.b * (s + 1)**2)
crit = base._replace(alpha=alpha_wall(base), beta=beta_c)
c_w, d_w = np.sqrt(base.b * base.g / 2), np.sqrt(beta_c * base.g / 2)
bare_energy = 4 / 3 * c_w * phi0**3
start = [0.0, np.sqrt(0.5 * c_w * phi0**2 / d_w)]
flow = solve_ivp(lambda t, v: [(c_w * (phi0**2 - v[0]**2) - d_w * v[1]**2)
                               / base.g, -2 * d_w * v[0] * v[1] / base.kappa],
                 (0, x[-1]), start, t_eval=x, rtol=1e-10, atol=1e-12)
flow_ratio = wall_energy(crit, x, *flow.y) / bare_energy
assert abs(flow_ratio - 1) < 1e-3
assert wall_energy(crit._replace(beta=0.8 * beta_c), x, *flow.y) < bare_energy

# no random trial wall lies below the bound
rng = np.random.default_rng(4)
lowest_trial = np.inf
for _ in range(300):
    r = rng.uniform(0.5, 2.0, 3)
    trial_phi = phi0 * np.tanh(x / (r[0] * w))
    trial_pol = (rng.uniform(0, 1.5) * start[1]
                 / np.cosh(x / (r[1] * w))**(r[2] * s))
    lowest_trial = min(lowest_trial, wall_energy(crit, x, trial_phi, trial_pol)
                       / bare_energy)
assert lowest_trial > 1 - 1e-3

# ---- worked example: round parameters of a rotated perovskite oxide ---------
T_rot, T_pol, curie = 300.0, 150.0, 8.0e4        # K
a_slope, b_ex, g_ex = 2.5e8, 1.0e13, 5.0e-4      # erg/cm3/K, erg/cm3, erg/cm
beta_ex, kappa_ex, gamma_ex = 6.0e-12, 1.5e-16, 2.0
alpha_slope = 4 * np.pi / curie                  # 1/K
esu_per_uC = 1e-6 * 10 * const.c                 # statC per microcoulomb


def material(T, gamma=gamma_ex):
    return Landau(a_slope * (T - T_rot), b_ex, g_ex, alpha_slope * (T - T_pol),
                  beta_ex, kappa_ex, gamma)


def crossing_temperature(gamma, reduction):
    r = gamma * a_slope / (b_ex * reduction)
    return (alpha_slope * T_pol - r * T_rot) / (alpha_slope - r)


s_ex = well_index(material(100.0))
T_wall = crossing_temperature(gamma_ex, s_ex + 1)
T_bulk = crossing_temperature(gamma_ex, 1)
T_wall_num = brentq(lambda T: polar_levels(material(T))[0], 20, 250)
assert abs(T_wall - T_wall_num) < 0.1
assert bulk_polarization_squared(material(T_bulk + 0.5), 4e9) == 0
assert bulk_polarization_squared(material(T_bulk - 0.5), 4e9) > 0

gamma_2 = 2 * gamma_ex
s_2 = well_index(material(50.0, gamma_2))
T_wall_2 = crossing_temperature(gamma_2, s_2 + 1)
T_wall_2_num = brentq(lambda T: polar_levels(material(T, gamma_2))[0], 10, 250)
assert abs(T_wall_2 - T_wall_2_num) < 0.1
for T in np.linspace(0, 290, 30):
    assert bulk_polarization_squared(material(T, gamma_2), 8e9) == 0
for gam, s_any in ((gamma_ex, s_ex), (gamma_2, s_2)):
    assert gam / np.sqrt(b_ex * beta_ex) < s_any + 1

# nonlinear polar wall at 100 K, in scaled units (nm, 0.1 rad, 1e4 statC/cm2)
T_use = 100.0
m = material(T_use)
L_u, phi_u, P_u, E_u = 1e-7, 0.1, 1e4, 1e6
scaled = Landau(m.a * phi_u**2 / E_u, m.b * phi_u**4 / E_u,
                m.g * phi_u**2 / (E_u * L_u**2), m.alpha * P_u**2 / E_u,
                m.beta * P_u**4 / E_u, m.kappa * P_u**2 / (E_u * L_u**2),
                m.gamma * phi_u**2 * P_u**2 / E_u)
peaks = []
for points in (1001, 2001):
    w_s = wall_width(scaled)
    xs = np.linspace(0, 20 * w_s, points)
    tanh_s = bulk_rotation(scaled) * np.tanh(xs / w_s)
    guess = predicted_peak(scaled) / np.cosh(xs / w_s)**s_ex
    phi_s, pol_s = relax_wall(scaled, xs, tanh_s, guess)
    peaks.append(abs(pol_s[0]) * P_u)
bare_s, _ = relax_wall(scaled, xs, tanh_s, np.zeros(points))
gain = (wall_energy(scaled, xs, bare_s, 0 * xs)
        - wall_energy(scaled, xs, phi_s, pol_s)) * E_u * L_u
assert gain > 0 and peaks[1] > 0.5 * predicted_peak(m)
assert abs(peaks[1] / peaks[0] - 1) < 0.01
assert bulk_polarization_squared(m, 4e9) == 0
fwhm = 2 * np.interp(0.5, (np.abs(pol_s) / abs(pol_s[0]))[::-1], xs[::-1])

# sizes of neglected effects (rough auxiliary inputs)
at_w = material(T_wall)
w_w, phi_w, al_w = wall_width(at_w), bulk_rotation(at_w), alpha_wall(at_w)
slope = alpha_slope - gamma_ex * a_slope / (b_ex * (s_ex + 1))
stiffness, Q_si, eps_b = 3e12, 0.05, 5.0         # dyn/cm2, m4/C2, background
theta, cell, flexo = 40.0, 0.39e-7, 1.0          # K, cm, V
Q_gauss = Q_si / (1e-4 * 10 * const.c)**2
strain = phi_w**2 / 2
d_alpha = 2 * Q_gauss * stiffness * strain
J, I = sech_integral(2 * s_ex), sech_integral(4 * s_ex)
xi = np.sqrt(kappa_ex / abs(m.alpha - alpha_wall(m)))
mean_square = (const.k * 1e7 * T_wall / (2 * np.pi * kappa_ex * w_w * J)
               * 0.5 * np.log(1 + (xi / w_w)**2))
fluct_shift = 3 * effective_quartic(at_w) * I / J * mean_square / slope
T_quantum = theta / np.arctanh(theta / T_wall)
normal_pol = flexo / (const.c * 1e-6) * strain / w_w / (4 * np.pi / eps_b)

print(f"TEST tanh profile, largest relative error: {profile_error:.1e}")
print(f"TEST lowest level, largest relative error: {level_error:.1e}")
print(f"TEST model: s = {s:.3f}, alpha_w numeric = {alpha_w_numeric:.4f}")
for mu, value in order_rows:
    print(f"  gamma/sqrt(b beta) = {mu:.3f}: bulk goes at alpha = {value:.4f}")
print(f"TEST A^2 numeric/formula at 2%, 1%: {ratios[0]:.4f}, {ratios[1]:.4f}")
print(f"  extrapolated to threshold: {amplitude_limit:.4f}")
print(f"TEST rotation response numeric/formula: {response_ratio:.4f}")
print(f"TEST polar/bare wall energy at critical beta: {flow_ratio:.6f}")
print(f"TEST lowest of 300 trial walls / bare wall: {lowest_trial:.4f}")
print(f"INPUT Ta = {T_rot:.0f} K, T0 = {T_pol:.0f} K, Curie = {curie:.1e} K")
print(f"INPUT a0 = {a_slope:.2e} erg/cm3/K, b = {b_ex:.1e} erg/cm3")
print(f"INPUT g = {g_ex:.1e} erg/cm, kappa = {kappa_ex:.1e} cm2")
print(f"INPUT beta = {beta_ex:.1e} cm3/erg, gamma = {gamma_ex:.1f}")
print(f"alpha0 = 4 pi/Curie = {alpha_slope:.4e} 1/K")
print(f"s(s+1) = {s_ex * (s_ex + 1):.4f}, s = {s_ex:.4f}")
print(f"gamma/sqrt(b beta) = {gamma_ex / np.sqrt(b_ex * beta_ex):.4f}")
print(f"wall condenses at: formula {T_wall:.2f} K, grid {T_wall_num:.2f} K")
print(f"bulk condenses at: {T_bulk:.2f} K; window {T_wall - T_bulk:.2f} K")
print(f"at wall threshold: tilt {np.degrees(phi_w):.2f} deg, w {w_w*1e7:.3f} nm")
print(f"at wall threshold: alpha_w = {al_w:.5f}")
print(f"at wall threshold: gamma phi0^2 = {gamma_ex * phi_w**2:.5f}")
print(f"at {T_use:.0f} K: tilt {np.degrees(bulk_rotation(m)):.2f} deg, "
      f"w {wall_width(m)*1e7:.3f} nm")
print(f"at {T_use:.0f} K: alpha = {m.alpha:.5f}, alpha_w = {alpha_wall(m):.5f}")
print(f"at {T_use:.0f} K: lambda0 = {m.alpha - alpha_wall(m):.5f}")
print(f"J = {J:.4f}, I = {I:.4f}, beta_eff = {effective_quartic(m):.3e} cm3/erg")
print(f"peak P, near-threshold formula: {predicted_peak(m)/esu_per_uC:.2f} uC/cm2")
print(f"peak P, full solution: {peaks[1]/esu_per_uC:.2f} uC/cm2"
      f" = {peaks[1]:.3e} statC/cm2")
print(f"peak P, shift on halving the grid step: {peaks[1]/peaks[0]-1:.1e}")
print(f"full width at half maximum of P: {fwhm:.2f} nm")
print(f"bare wall energy: {4/3*np.sqrt(b_ex*g_ex/2)*bulk_rotation(m)**3:.2f} "
      "erg/cm2")
print(f"energy gained by polar wall: {gain:.4f} erg/cm2")
print(f"CASE 2 gamma = {gamma_2:.1f}: s = {s_2:.4f}, wall at {T_wall_2:.2f} K")
print(f"CASE 2 grid: wall at {T_wall_2_num:.2f} K; bulk nonpolar down to 0 K")
print(f"ROUGH stiffness {stiffness:.0e} dyn/cm2, Q {Q_si} m4/C2")
print(f"ROUGH background eps {eps_b:.0f}, quantum scale {theta:.0f} K")
print(f"ROUGH cell {cell*1e7:.2f} nm, flexocoupling {flexo:.0f} V")
print(f"NEGLECTED parallel strain {strain:.5f}: alpha shift {d_alpha:.5f}")
print(f"  as a temperature shift of the wall: {d_alpha/slope:.0f} K")
print(f"NEGLECTED wall fluctuations lower T_wall by about {fluct_shift:.1f} K")
print(f"NEGLECTED quantum saturation: T_wall becomes {T_quantum:.1f} K")
print(f"NEGLECTED normal P: depolarization/|alpha_w| = "
      f"{4*np.pi/eps_b/abs(al_w):.0f}")
print(f"NEGLECTED flexoelectric normal P: {normal_pol/esu_per_uC:.4f} uC/cm2")
print(f"NEGLECTED discreteness: 2w/cell = {2*w_w/cell:.1f}")
print("success")
```

Output:

```
TEST tanh profile, largest relative error: 5.6e-06
TEST lowest level, largest relative error: 5.9e-05
TEST model: s = 1.589, alpha_w numeric = -0.5738
  gamma/sqrt(b beta) = 0.600: bulk goes at alpha = -1.4859
  gamma/sqrt(b beta) = 1.500: bulk goes at alpha = -0.9905
  gamma/sqrt(b beta) = 3.089: bulk goes at alpha = -0.4810
TEST A^2 numeric/formula at 2%, 1%: 1.0001, 0.9999
  extrapolated to threshold: 0.9998
TEST rotation response numeric/formula: 1.0071
TEST polar/bare wall energy at critical beta: 0.999989
TEST lowest of 300 trial walls / bare wall: 1.0004
INPUT Ta = 300 K, T0 = 150 K, Curie = 8.0e+04 K
INPUT a0 = 2.50e+08 erg/cm3/K, b = 1.0e+13 erg/cm3
INPUT g = 5.0e-04 erg/cm, kappa = 1.5e-16 cm2
INPUT beta = 6.0e-12 cm3/erg, gamma = 2.0
alpha0 = 4 pi/Curie = 1.5708e-04 1/K
s(s+1) = 1.3333, s = 0.7583
gamma/sqrt(b beta) = 0.2582
wall condenses at: formula 116.84 K, grid 116.84 K
bulk condenses at: 79.96 K; window 36.88 K
at wall threshold: tilt 3.88 deg, w 1.478 nm
at wall threshold: alpha_w = -0.00521
at wall threshold: gamma phi0^2 = 0.00916
at 100 K: tilt 4.05 deg, w 1.414 nm
at 100 K: alpha = -0.00785, alpha_w = -0.00569
at 100 K: lambda0 = -0.00217
J = 2.3794, I = 1.5608, beta_eff = 5.871e-12 cm3/erg
peak P, near-threshold formula: 7.91 uC/cm2
peak P, full solution: 7.83 uC/cm2 = 2.347e+04 statC/cm2
peak P, shift on halving the grid step: 6.5e-06
full width at half maximum of P: 5.24 nm
bare wall energy: 23.57 erg/cm2
energy gained by polar wall: 0.1130 erg/cm2
CASE 2 gamma = 4.0: s = 1.2078, wall at 89.22 K
CASE 2 grid: wall at 89.22 K; bulk nonpolar down to 0 K
ROUGH stiffness 3e+12 dyn/cm2, Q 0.05 m4/C2
ROUGH background eps 5, quantum scale 40 K
ROUGH cell 0.39 nm, flexocoupling 1 V
NEGLECTED parallel strain 0.00229: alpha shift 0.00764
  as a temperature shift of the wall: 59 K
NEGLECTED wall fluctuations lower T_wall by about 3.1 K
NEGLECTED quantum saturation: T_wall becomes 112.1 K
NEGLECTED normal P: depolarization/|alpha_w| = 483
NEGLECTED flexoelectric normal P: 0.0069 uC/cm2
NEGLECTED discreteness: 2w/cell = 7.6
success
```
